# Why argon-core potentials fail for early 3d metals

The error made by freezing an atomic core has a form that follows from the variational principle before anything is computed. Take an atom with its core orbitals optimized, and remove $\lambda$ of its 3d electrons. Let $\Delta(\lambda)$ be the energy with the old core orbitals minus the energy with reoptimized ones. The variational principle gives $\Delta\ge 0$ for either sign of $\lambda$, and $\Delta(0)=0$. A smooth function with a minimum at zero has no linear term, so

$$\Delta(\lambda)=c\,\lambda^2+\dots$$

Scaling limits the size of $c$. It is a sum of terms (matrix element)$^2$/(excitation energy). If the relevant orbitals shrink as $1/\zeta$ in the field of an effective charge $\zeta$, electron repulsion integrals grow as $\zeta$ and excitation energies as $\zeta^2$. In this pure scaling limit the ratio $\zeta^2/\zeta^2$ is independent of $\zeta$; in a real atom $c$ can still change, because screening alters the orbital shapes. Large exchange integrals therefore do not by themselves imply a large frozen-core error.

An argon-core potential replaces 1s to 3p and leaves 3d and 4s as valence. In the frozen-core Hartree-Fock model studied below, it fails because the 3d charge penetrates the region of 3s and 3p, so that $c$ is not small. The overlap does not single out the early metals, however: it is larger in copper than in scandium. The early metals are worse for another reason, the small number of 3d electrons left to adjust when one is removed.

## Model and conventions

Hartree atomic units are used, with errors in millihartree (mEh). The model is nonrelativistic Hartree-Fock for the average of a configuration, in a finite Gaussian basis. Near the basis-set limit the errors quoted below move by up to about 0.05 mEh when one electron is removed and by up to about 0.7 mEh when several are, so their last digit is not converged. The reference is $3d^n4s^2$ with $n=Z-20$, also for Cr and Cu. Radial orbitals $P_a(r)=rR_a(r)$ satisfy $\int_0^\infty P_a^2\,dr=1$.

Left out are correlation, relativity, individual multiplets, the smoothing of valence orbitals into pseudo-orbitals, and the repulsion between cores in a molecule. The frozen core is the model that an argon-core potential imitates. Its error is not that of a particular published potential, because fitting can cancel part of it.

## How strongly the shells overlap

The 3d orbital is orthogonal to 3s and 3p through its angular part, which says nothing about radial separation. A suitable measure is

$$O_{ab}=\int_0^\infty |P_aP_b|\,dr .$$

By the Cauchy-Schwarz inequality it lies between 0 and 1. The overlap density $\rho_{ab}=P_aP_b$ also determines the exchange integrals

$$G^k(ab)=\int_0^\infty\!\!\int_0^\infty \rho_{ab}(r)\,\rho_{ab}(r')\,\frac{r_<^k}{r_>^{k+1}}\,dr\,dr',$$

where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. If $\rho_{ab}$ vanishes everywhere, so does $G^k$.

| Atom | $O_{3s3d}$ | $O_{3p3d}$ | $G^2(3s3d)$ | $G^1(3p3d)$ | $G^3(3p3d)$ |
|---|---|---|---|---|---|
| Sc | 0.866 | 0.910 | 0.274 | 0.370 | 0.220 |
| Ti | 0.885 | 0.923 | 0.309 | 0.413 | 0.247 |
| V | 0.897 | 0.930 | 0.339 | 0.451 | 0.271 |
| Cr | 0.905 | 0.935 | 0.367 | 0.486 | 0.292 |
| Mn | 0.911 | 0.938 | 0.392 | 0.519 | 0.312 |
| Fe | 0.915 | 0.940 | 0.416 | 0.550 | 0.332 |
| Co | 0.918 | 0.941 | 0.439 | 0.580 | 0.351 |
| Ni | 0.920 | 0.942 | 0.461 | 0.610 | 0.369 |
| Cu | 0.922 | 0.943 | 0.483 | 0.639 | 0.387 |

The overlap is large throughout and rises slowly. The ratio of mean radii $\langle r\rangle_{3d}/\langle r\rangle_{3p}$ falls from $1.675/1.174=1.43$ in Sc to $0.918/0.751=1.22$ in Cu. The peak of $|\rho_{3p3d}|$ moves inward from 1.02 to 0.62 bohr and rises from 0.74 to 1.28 bohr$^{-1}$. By contrast, $O_{3p4s}$ is 0.32 in Sc and 0.27 in Cu.

## The exchange energy the potential must carry

A 3d electron exchanges with core electrons of its own spin. A filled shell of angular momentum $l$ holds $2l+1$ of these. Expand the repulsion as

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),$$

where $P_k$ is a Legendre polynomial and $\gamma$ the angle between the two position vectors. By the addition theorem, the sum over the core's magnetic quantum numbers gives the angular factor $(2l+1)P_l(\cos\gamma)/4\pi$. The average over the five 3d orbitals gives $P_2(\cos\gamma)/4\pi$. The two solid-angle integrations reduce to $8\pi^2\int_{-1}^1dx$ with $x=\cos\gamma$. Since $8\pi^2/(4\pi)^2=1/2$, the exchange energy per 3d electron is

$$X_l=-(2l+1)\sum_k a_{lk}G^k,\qquad a_{lk}=\frac12\int_{-1}^{1}P_lP_2P_k\,dx .$$

Legendre polynomials obey $\int_{-1}^1P_kP_{k'}\,dx=2\delta_{kk'}/(2k+1)$. For 3s, $P_0=1$ leaves $k=2$ and $a_{02}=\frac12\cdot\frac25=\frac15$. For 3p, the recurrence $5xP_2=2P_1+3P_3$ leaves $k=1$ and $k=3$:

$$a_{11}=\frac12\cdot\frac25\cdot\frac23=\frac2{15},\qquad a_{13}=\frac12\cdot\frac35\cdot\frac27=\frac3{35}.$$

Hence

$$X_{3s}=-\frac15G^2,\qquad X_{3p}=-\frac25G^1-\frac9{35}G^3 .$$

For scandium $X_{3s}=-0.2741/5=-0.055$ hartree, and $X_{3p}=-0.4(0.3695)-0.2571(0.2202)=-0.204$ hartree. The sum is $-0.259$ hartree per 3d electron; for copper it is $-0.452$ hartree.

These energies are large, but a frozen core includes them in full. The potential must reproduce a nonlocal operator $\hat K$, here the whole core exchange operator with its negative sign, by a function of $r$ for each $l$. The function $v(r)=(\hat KP_{3d})/P_{3d}$ does so for the reference 3d orbital. If the orbital changes to $P_{3d}+\eta$, then $(v-\hat K)P_{3d}=0$ and the Hermiticity of $v-\hat K$ remove the constant and linear terms:

$$\langle P_{3d}+\eta|v-\hat K|P_{3d}+\eta\rangle=\langle\eta|v-\hat K|\eta\rangle .$$

The error is of second order in the change of shape. For the step to $3d^{n+1}4s^0$ it amounts, summed over all 3d electrons, to about $-1.0$ mEh in Sc and between $-1.6$ and $-1.7$ mEh in Cu, depending on the basis. The frozen-core errors for the same step are $+6.0$ and $+4.7$ mEh. In this model the failure is mainly one of core response.

## Why penetration deforms the core

Averaged over spin and orientation, one 3d electron acts on a core electron through $u=J_d-\frac12K_d$. Here $J_d$ is the Coulomb potential, and $K_d$ is the exchange operator with positive sign. The factor one half appears because the spins agree half the time. The Coulomb part is

$$J_d(r)=\frac1r\int_0^rP_{3d}^2\,dr'+\int_r^\infty\frac{P_{3d}^2}{r'}\,dr' .$$

If all the 3d charge lay outside the core, the first integral would vanish throughout the core and the second would be constant there. A constant shifts core energies but cannot mix a core orbital $c$ with an empty orbital $v$, because the two are orthogonal. Without overlap $K_d$ also vanishes. An electron that stays outside can thus be removed without deforming the core.

With penetration, removing $\lambda$ electrons of fixed shape perturbs the core by $-\lambda u$. Mix an amount $t$ of $v$ into $c$. To second order in small quantities, the energy change per core electron is

$$-2\lambda u_{cv}t+(\varepsilon_v-\varepsilon_c)t^2 .$$

Setting the derivative to zero gives $t=\lambda u_{cv}/(\varepsilon_v-\varepsilon_c)$, and the energy falls by $\lambda^2u_{cv}^2/(\varepsilon_v-\varepsilon_c)$. With $q_c$ electrons in shell $c$,

$$c\approx\sum_{c,v}\frac{q_c\,u_{cv}^2}{\varepsilon_v-\varepsilon_c}.$$

The equality is only approximate because the core's response to its own deformation is neglected.

For V$^{2+}$ ($3d^3$) this estimate is 36.7 mEh, and self-consistent reoptimization of the core at fixed 3d shape gives 32.3 mEh for the removal of one whole electron, a value that also contains terms of higher order in $\lambda$. Of the estimate, 36.6 mEh comes from 3s and 3p. The Coulomb part alone would give 37.4 mEh and exchange alone 0.02 mEh; the cross term is $36.69-37.36-0.02=-0.7$ mEh. The overlap thus does its damage through Coulomb penetration, which exchange slightly opposes. The large $G^k$ reveal the overlap, but they are not the force that deforms the core in this spin-averaged model. A spin-polarized core could respond differently to exchange.

The causal claim can be tested by moving the 3d orbital of V$^{2+}$ outward at fixed norm, reoptimizing the core around it, and then removing one such electron:

| Stretch | $O_{3p3d}$ | Relaxation (mEh) |
|---|---|---|
| 1.00 | 0.940 | 32.3 |
| 1.58 | 0.725 | 6.24 |
| 2.50 | 0.431 | 0.69 |
| 3.95 | 0.206 | 0.04 |

The charge removed is the same in each row, and the response disappears as the 3d charge leaves the core. The controlling quantity is this penetration, not $O_{3p3d}$ itself: compressing the orbital by a factor 0.4 also lowers $O_{3p3d}$, to about 0.64, yet raises the relaxation to about 230 mEh. The quadratic law also holds well. Removing one, two and three unstretched electrons gives core relaxation energies of 32.3, 124.1 and 269.2 mEh; divided by $\lambda^2$, these are 32.3, 31.0 and 29.9 mEh.

## Why the early metals are worse

The next table gives frozen-core errors relative to the Hartree-Fock energy of the same final state with the core relaxed. In the "3d fixed" column the 3d shape is held fixed in both energies; in the other columns the valence orbitals relax in both. The second column is for $3d^n4s^2\to3d^{n-1}4s^2$. The last two are for M$^{2+}\to$ M$^{3+}$, starting from $3d^n$, with the shape of the remaining 3d orbitals held fixed or left free.

| Atom | Loss of one 3d (mEh) | Ion, 3d fixed | Ion, 3d free |
|---|---|---|---|
| Sc | 16.5 | 27.0 | 27.0 |
| Ti | 13.5 | 29.8 | 21.8 |
| V | 11.7 | 32.3 | 18.4 |
| Mn | 9.6 | 36.3 | 14.3 |
| Cu | 7.4 | 42.4 | 10.2 |

At fixed 3d shape the error grows by a factor $42.4/27.0=1.6$ from Sc to Cu. Over the same range $G^1$ of the neutral atoms, from the first table, grows by 1.73 and its square by 3.0; in the M$^{2+}$ ions the factors are somewhat smaller, about 1.6 and 2.7. The growth is weaker than that of a squared repulsion integral, as the scaling argument suggests, though the orbital shapes also change.

When the remaining 3d electrons may adjust, the trend reverses. A model with one coordinate $x$ for the core and one, $y$, for the remaining 3d shell shows how:

$$E=-\lambda gx-hy+\tfrac12Ax^2+\tfrac12Dy^2+Bxy .$$

Here $\lambda g$ and $h$ are the forces that follow the removal, $h$ being itself proportional to $\lambda$, $A$ and $D$ are stiffnesses, and $B$ is the coupling. For given $x$ the best $y$ is $(h-Bx)/D$. Inserting it gives

$$E(x)=-\frac{h^2}{2D}-\left(\lambda g-\frac{Bh}{D}\right)x+\frac12\left(A-\frac{B^2}{D}\right)x^2 .$$

The frozen core has $x=0$. For a stable atom $A-B^2/D>0$, and the error is the depth of the minimum below that point:

$$\Delta=\frac{(\lambda g-Bh/D)^2}{2(A-B^2/D)} .$$

The coupling softens the core, which raises the error, but it can also reduce the net force on the core. The computed errors show that the reduction wins: freeing the 3d shape lowers the error by 27% in Ti and by 76% in Cu. The likely picture is that the remaining 3d electrons contract and put back part of the missing inner charge. Scandium has none left, so its two values coincide.

This compensation is lost when the whole 3d shell is emptied. For the bare ions Sc$^{3+}$ to Mn$^{7+}$, described with the core of the neutral atom, the errors are 34, 124, 279, 503 and 800 mEh. Divided by $n^2$ they are 34, 31, 31, 31 and 32 mEh, of the size of the fixed-shape errors in the table. Their near constancy is not a test of the quadratic law: the atoms differ, the fixed-shape error itself rises from 27.0 in Sc to 36.3 in Mn, and both 4s electrons are removed as well. In eV the errors run from 0.93 for Sc to 21.8 for Mn. These ions are limiting cases: in a compound, bonding electrons return charge to the 3d region, and a formal oxidation state is not a charge. Still, compounds formally assigned $d^0$ are the place to be most careful with an argon core.

Two controls locate the fault. Removing both 4s electrons at fixed $n$ gives an error of 0.9 mEh in Sc and 0.3 mEh in Cu, about 5% of that for one 3d electron. Freezing only a neon core, so that 3s and 3p can relax, reduces the scandium error for loss of one 3d electron from 16.5 to 0.01 mEh.

## What fitting can repair

A potential fitted to several atomic states can do better than a frozen core. The quadratic form of the error shows what a uniform shift per 3d electron can and cannot repair. At fixed valence orbital shapes, an extra one-electron potential changes the energy by an amount linear in the occupations. The quadratic error around the reference number $n_0$ is

$$c(n-n_0)^2=cn^2-2cn_0n+cn_0^2 .$$

The last two terms can be absorbed. The first is an excess repulsion of $2c$ per pair of 3d electrons, since $n^2=n+2\cdot\frac12n(n-1)$; it is the attraction mediated by the core that the frozen core lacks, and cannot be absorbed by a one-electron term independent of $n$.

The computed states put a number on this. Suppose the correction adds the same energy $b$ per 3d electron in all four states considered below. It changes the energy of $3d^n4s^2\to3d^{n-1}4s^2$ by $-b$ and that of $3d^n4s^0\to3d^{n+1}4s^0$ by $+b$. The sum of the errors of these two energy differences is therefore independent of $b$:

$$Q=\left[\Delta(3d^{n-1}4s^2)-0\right]+\left[\Delta(3d^{n+1}4s^0)-\Delta(3d^n4s^0)\right].$$

The zero is the error of the reference state. For scandium $Q=16.48+5.95-0.86=21.6$ mEh. With a single $b$, at least one of the two differences must then be wrong by $Q/2=10.8$ mEh, or 0.29 eV. For copper $Q=7.35+4.74-0.34=11.8$ mEh, and the corresponding lower bound is 5.9 mEh, or 0.16 eV. The errors entering $Q$ are those with relaxed valence orbitals, and the bounds hold only for a correction that adds the same $b$ in every state. The 3d orbital has a different shape in each of the four states, so a potential that depends on $r$ adds a different energy per electron in each, and a fit can use this to reduce both errors together. The four states also differ in 4s occupation, so $Q$ is not the pure 3d curvature $2c$ of the frozen-core error, and it is not a limit on a fitted potential.

## What to do

- **Use a neon core when the 3d occupation changes.** This covers ionization from 3d, transfer between 4s and 3d, and comparison of oxidation states. Since the error is quadratic near the reference, a change of only a few tenths of an electron costs a small fraction of the errors above. The price is eight more electrons per atom: 11 instead of 3 for Sc, and 19 instead of 11 for Cu.
- **Do not expect a better valence method to repair the core.** Quantum Monte Carlo or coupled cluster can correlate the electrons present in the Hamiltonian. It cannot restore the response of 3s and 3p electrons that have been removed from it.
- **Distinguish two meanings of frozen core.** Leaving 3s and 3p uncorrelated after a Hartree-Fock calculation in which they relaxed does not cause the error described here. Fixing their orbitals at those of another configuration does.
- **If cost forces an argon core, test it on the atom.** Compute $Q$ from all-electron calculations with frozen and relaxed cores. If $Q/2$ exceeds the accuracy required, a uniform shift per 3d electron cannot repair the core, and the fitted potential must be tested on states left out of its fit. Energy differences between states whose 3d populations both stay close to that of the reference are the safer use. Equal populations alone are not enough: for scandium without 3d electrons the error is 16.5 mEh with both 4s electrons present and 34 mEh without them.

A small error in these atomic tests is not sufficient. Correlation between core and valence electrons, multiplet splittings and the repulsion of neighbouring cores need tests of their own. The numerical check below gives the frozen-core errors of the neutral atoms and of M$^{2+}\to$ M$^{3+}$ for all nine metals, those of the bare ions for Sc to Mn, and the stretching test for V$^{2+}$.

## Numbers as computed

```
Reference 3d^n 4s^2, n=Z-20; mean radii <r> in bohr; O no unit
in = fraction of 3d density inside <r>3p
atom  r3s   r3p   r3d   r4s  O3s3d O3p3d O3p4s  in
Sc  1.079 1.174 1.675 3.960 0.866 0.910 0.320 0.335
Ti  1.012 1.093 1.487 3.767 0.885 0.923 0.312 0.367
V   0.955 1.024 1.351 3.607 0.897 0.930 0.304 0.387
Cr  0.904 0.964 1.245 3.470 0.905 0.935 0.297 0.405
Mn  0.859 0.911 1.158 3.350 0.911 0.938 0.290 0.416
Fe  0.818 0.865 1.085 3.242 0.915 0.940 0.283 0.428
Co  0.782 0.823 1.022 3.144 0.918 0.941 0.277 0.436
Ni  0.749 0.785 0.967 3.055 0.920 0.942 0.271 0.444
Cu  0.718 0.751 0.918 2.974 0.922 0.943 0.266 0.451
Exchange in hartree; X = exchange energy per 3d electron
rpk (bohr), Dpk (1/bohr): peak of |P3p P3d|
atom G2(sd) G1(pd) G3(pd)  X(3s)   X(3p)   rpk   Dpk
Sc  0.2741 0.3695 0.2202 -0.0548 -0.2044  1.017  0.738
Ti  0.3093 0.4132 0.2472 -0.0619 -0.2289  0.937  0.820
V   0.3393 0.4511 0.2706 -0.0679 -0.2500  0.870  0.893
Cr  0.3665 0.4858 0.2921 -0.0733 -0.2694  0.811  0.961
Mn  0.3918 0.5185 0.3123 -0.0784 -0.2877  0.762  1.028
Fe  0.4159 0.5499 0.3317 -0.0832 -0.3053  0.719  1.093
Co  0.4390 0.5804 0.3505 -0.0878 -0.3223  0.680  1.157
Ni  0.4614 0.6102 0.3689 -0.0923 -0.3389  0.649  1.220
Cu  0.4833 0.6394 0.3869 -0.0967 -0.3552  0.620  1.280
Frozen-core errors in mEh (Ar core unless marked Ne)
-d: 4s2 3d(n-1); -2s: 3d(n); +d: 3d(n+1) 4s0
fix/free: M2+ to M3+ with 3d shape fixed/free
locX: error of local exchange, all 3d electrons, state +d
atom   -d     -2s     +d    Ne,-d    fix    free   locX
Sc   16.483   0.863   5.951   0.011  26.994  26.994  -1.005
Ti   13.525   0.651   5.839   0.009  29.829  21.763  -1.211
V    11.725   0.549   5.669   0.007  32.256  18.397  -1.347
Cr   10.486   0.487   5.493   0.006  34.397  16.043  -1.443
Mn    9.565   0.443   5.323   0.006  36.318  14.298  -1.513
Fe    8.845   0.409   5.163   0.005  38.056  12.949  -1.567
Co    8.260   0.381   5.014   0.005  39.638  11.869  -1.608
Ni    7.771   0.357   4.873   0.005  41.087  10.982  -1.641
Cu    7.353   0.336   4.741   0.005  42.420  10.237  -1.667
All 3d,4s removed, Ar-core error (mEh): Sc 34.29 Ti 123.89 V 278.50 Cr 503.02 Mn 800.40
Same in eV: Sc 0.933 Ti 3.371 V 7.578 Cr 13.688 Mn 21.780
Error -d in eV: Sc 0.4485 Ti 0.3680 Cu 0.2001
V2+, 3d stretched: factor, O3p3d, G1 (hartree), R (mEh)
 1.000  0.9396   0.466147   32.25581
 1.581  0.7248   0.257576    6.23972
 2.500  0.4311   0.084202    0.69342
 3.953  0.2058   0.017761    0.04219
V2+, R for 1,2,3 fixed-shape 3d removed (mEh): 32.256 124.059 269.156
V2+ second order (mEh): total, Coulomb, exchange, 3s3p part
36.688 37.360 0.024 36.589
Cu+ energy (hartree): -1638.713977, check -1638.713977
```
